# The Weak-Field Hall Voltage of a Square Plate by Finite Differences: a numerical check

```python
"""
Weak-field Hall voltage of a square plate with full-width current contacts.

Result under test: V_H = G * R_H * I * B / t, with G = 0.675 for a square
plate (length L = width W) and midpoint probes; G = 1 for a long bar.
  beta = R_H*B/rho : tangent of the Hall angle (signed)
  u = phi_1/(beta*E0*W) : reduced first-order potential, lengths in units of W
  u is harmonic, u = 0 on the contacts, du/dy = 1 on both insulating edges
  aspect = L/W, N = number of grid intervals across the width, h = 1/N
Finite differences for u are compared with a Fourier series, with the exact
solution of the difference equations, and with finite elements that use the
full conductivity tensor without any expansion in beta.
"""
import numpy as np
import scipy.sparse as sp
from scipy.sparse.linalg import spsolve
from scipy.constants import e, hbar, mu_0, pi
from mpmath import catalan


def fd_hall_profile(N, aspect=1):
    """Five-point solution; returns u(top) - u(bottom) and top-edge u."""
    h = 1.0 / N
    nx = aspect * N - 1
    ny = N + 1
    Kx = sp.diags([-np.ones(nx - 1), 2 * np.ones(nx), -np.ones(nx - 1)],
                  [-1, 0, 1])
    lower = -np.ones(ny - 1)
    upper = -np.ones(ny - 1)
    lower[-1] = -2.0      # ghost point above the top edge
    upper[0] = -2.0       # ghost point below the bottom edge
    Ky = sp.diags([lower, 2 * np.ones(ny), upper], [-1, 0, 1])
    A = sp.kron(Kx, sp.identity(ny)) + sp.kron(sp.identity(nx), Ky)
    rhs = np.zeros((nx, ny))
    rhs[:, 0] = -2 * h
    rhs[:, -1] = 2 * h
    u = np.zeros((nx + 2, ny))
    u[1:-1] = spsolve(A.tocsc(), rhs.ravel()).reshape(nx, ny)
    return u[:, -1] - u[:, 0], u[:, -1]


def fd_G(N, aspect=1):
    return fd_hall_profile(N, aspect)[0][aspect * N // 2]


def signs(n):
    return np.where(n % 4 == 1, 1.0, -1.0)


def series_G(aspect):
    n = np.arange(1, 400, 2)
    tail = np.sum(signs(n) * (1 - np.tanh(n * pi / (2 * aspect))) / n**2)
    return 8 * aspect / pi**2 * (float(catalan) - tail)


def series_profile(x):
    n = np.arange(1, 200001, 2)
    return 8 / pi**2 * np.sum(np.sin(n * pi * x) * np.tanh(n * pi / 2) / n**2)


def discrete_mode_G(N):
    """Exact solution of the square-plate difference equations."""
    n = np.arange(1, N, 2)
    th = n * pi / (2 * N)
    s = np.sin(th)
    half_kappa = N * np.arcsinh(s)
    return 2 / N**2 * np.sum(signs(n) * np.cos(th) * np.tanh(half_kappa)
                             / (s**2 * np.sqrt(1 + s**2)))


def fem_solve(sheet, beta):
    """Bilinear elements, full tensor; sheet = relative sheet conductance of
    each square cell. Left contact at potential 1, right contact at 0.
    Returns the nodal potential and the total current."""
    nx, ny = sheet.shape
    tensor = np.array([[1, -beta], [beta, 1]]) / (1 + beta**2)
    gauss = 0.5 + np.array([-0.5, 0.5]) / np.sqrt(3)
    Ke = np.zeros((4, 4))
    for a in gauss:
        for b in gauss:
            grad = np.array([[-(1 - b), 1 - b, b, -b],
                             [-(1 - a), -a, a, 1 - a]])
            Ke += 0.25 * grad.T @ tensor @ grad
    ids = np.arange((nx + 1) * (ny + 1)).reshape(nx + 1, ny + 1)
    cells = np.stack([ids[:-1, :-1], ids[1:, :-1], ids[1:, 1:],
                      ids[:-1, 1:]], axis=-1).reshape(-1, 4)
    vals = sheet.reshape(-1, 1, 1) * Ke
    rows = np.repeat(cells, 4, axis=1).ravel()
    cols = np.tile(cells, (1, 4)).ravel()
    K = sp.coo_matrix((vals.ravel(), (rows, cols)),
                      shape=(ids.size, ids.size)).tocsr()
    phi = np.zeros(ids.size)
    phi[ids[0]] = 1.0
    free = ids[1:-1].ravel()
    load = -(K @ phi)[free]
    phi[free] = spsolve(K[free][:, free].tocsc(), load)
    current = np.sum((K @ phi)[ids[0]])
    return phi.reshape(nx + 1, ny + 1), current


def fem_G(sheet, beta):
    phi, current = fem_solve(sheet, beta)
    mid = sheet.shape[0] // 2
    return (phi[mid, -1] - phi[mid, 0]) / (beta * current)


# ---- finite differences against the series and the exact discrete sum ----
G = series_G(1)
assert round(G, 3) == 0.675
grids = [10, 20, 40, 80, 160]
G_fd = {N: fd_G(N) for N in grids}
for N in grids:
    assert abs(G_fd[N] - discrete_mode_G(N)) < 1e-9
n = np.arange(1, 60, 2)
C_h2 = (-(4 / 3) * (0.5 - np.sum(signs(n) * (1 - np.tanh(n * pi / 2))))
        - (pi / 3) * np.sum(signs(n) * n / np.cosh(n * pi / 2)**2))
C_seen = (G_fd[160] - G) * 160**2
assert abs(C_seen - C_h2) < 5e-3
G_rich = (4 * G_fd[160] - G_fd[80]) / 3
assert abs(G_rich - G) < 1e-6

aspects = [1, 2, 3, 4]
G_aspect_fd = {a: (4 * fd_G(40, a) - fd_G(20, a)) / 3 for a in aspects}
for a in aspects:
    assert abs(G_aspect_fd[a] - series_G(a)) < 1e-4
assert abs(G_aspect_fd[4] - 1) < 0.01

profile, top_edge = fd_hall_profile(160)
positions = [0.1, 0.25, 0.5]
for x in positions:
    # second-order grid error, larger near the singular corners
    assert abs(profile[round(160 * x)] - series_profile(x)) < 1e-3

# ---- full tensor, no expansion in beta ----
square = np.ones((80, 80))
G_tensor = fem_G(square, 1e-3)
assert abs(G_tensor - G) < 1e-3
d1 = fem_G(square, 0.1) - G_tensor
d2 = fem_G(square, 0.2) - G_tensor
assert abs(d2 / d1 - 4) < 0.3       # quartic terms allow a few per cent
beta2_coeff = d1 / 0.1**2
R_ratio = 1 / fem_solve(square, 0.3)[1]
assert abs(R_ratio - np.sqrt(1 + 0.3**2)) < 1e-3

# ---- misaligned probes: field reversal removes the resistive offset ----
b = 0.02
readings = []
for sign in (1, -1):
    phi, cur = fem_solve(square, sign * b)
    readings.append((phi[40, -1] - phi[41, 0]) / (b * cur))
G_raw = readings[0]
G_reversed = (readings[0] - readings[1]) / 2
assert abs(G_raw - G) > 0.3
assert abs(G_reversed - G) < 2e-3

# ---- worked example: copper-like film, rough typical values ----
side, thick, pad_thick = 10e-6, 50e-9, 1e-6      # m
rho, R_H = 2.5e-8, -5e-11                        # ohm m, m^3/C
B, I = 1.0, 1e-3                                 # T, A
beta = R_H * B / rho
J = I / (side * thick)
E0 = rho * J
V_long = R_H * I * B / thick
V_square = G_rich * V_long
assert abs(V_long - beta * E0 * side) < 1e-12 * abs(E0 * side)


def padded_G(ratio, N=60):
    sheet = np.ones((3 * N, N))
    sheet[:N] = ratio
    sheet[2 * N:] = ratio
    return fem_G(sheet, 1e-3)


G_equal = padded_G(1.0)
G_ideal = padded_G(1e6)
G_pad = padded_G(pad_thick / thick)
assert abs(G_equal - series_G(3)) < 2e-3
assert abs(G_ideal - G) < 2e-3
assert G_ideal < G_pad < G_equal

arm = 1e-6                                       # m, probe arm width
half = round(160 * arm / side / 2)
mouth = top_edge[80 - half:80 + half + 1]
mouth_mean = (np.sum(mouth) - 0.5 * (mouth[0] + mouth[-1])) / (2 * half)
arm_change = mouth_mean / top_edge[80] - 1

shift = 10e-9                                    # m, probe misalignment
V_offset = E0 * shift
power = I**2 * rho / thick
oxide, k_oxide = 300e-9, 1.4                     # m, W/(m K)
heating = power * oxide / (k_oxide * side**2)
B_self = mu_0 * I / (2 * side)
density = 8.5e28                                 # m^-3, rough, copper
mfp = hbar * (3 * pi**2)**(1 / 3) / (density**(2 / 3) * e**2 * rho)

print("ALGORITHM (dimensionless)")
for N in grids:
    print(f"G from finite differences, N = {N:3d}: {G_fd[N]:.6f}")
print(f"G, Richardson from N = 80 and 160: {G_rich:.7f}")
print(f"G, Fourier series: {G:.7f}")
print(f"h^2 error coefficient, derived: {C_h2:.4f}")
print(f"h^2 error coefficient, seen at N = 160: {C_seen:.4f}")
for a in aspects:
    print(f"L/W = {a}: G grid {G_aspect_fd[a]:.5f}, series {series_G(a):.5f}")
for x in positions:
    print(f"Hall ratio at x/L = {x:.2f}: grid {profile[round(160*x)]:.4f},"
          f" series {series_profile(x):.4f}")
print(f"G, full tensor at beta = 0.001, N = 80: {G_tensor:.5f}")
print(f"change of G divided by beta^2, at beta = 0.1: {beta2_coeff:.4f}")
print(f"ratio of G changes, beta = 0.2 to 0.1: {d2/d1:.3f}")
print(f"R*t/rho at beta = 0.3: {R_ratio:.5f},"
      f" sqrt(1+beta^2) = {np.sqrt(1.09):.5f}")
print(f"probe shifted by L/80, beta = 0.02: raw ratio {G_raw:.4f},"
      f" after field reversal {G_reversed:.4f}")
print("EXAMPLE: copper-like film")
print(f"side {side*1e6:.0f} um, thickness {thick*1e9:.0f} nm,"
      f" current {I*1e3:.1f} mA, field {B:.1f} T")
print(f"resistivity {rho*1e8:.1f} uohm cm, Hall coefficient {R_H:.1e} m^3/C")
print(f"beta: {beta:.4f}")
print(f"current density: {J*1e-10:.3f} MA/cm2")
print(f"longitudinal field E0: {E0*1e-2:.3f} V/cm")
print(f"long-bar Hall voltage: {V_long*1e6:.4f} uV")
print(f"square-plate Hall voltage: {V_square*1e6:.4f} uV")
print("NEGLECTED EFFECTS")
print(f"finite-beta change of G: {beta2_coeff*beta**2:.1e}")
print(f"pad thickness {pad_thick*1e6:.1f} um, pad/film sheet conductance"
      f" {pad_thick/thick:.0f}")
print(f"G with ideal pads, N = 60: {G_ideal:.4f}")
print(f"G with real pads, N = 60: {G_pad:.4f}")
print(f"G with pads as thin as the film, N = 60: {G_equal:.4f}")
print(f"relative change of V_H from real pads: {100*(G_pad/G_ideal-1):.2f} %")
print(f"arm {arm*1e6:.1f} um wide, mouth-average change of V_H:"
      f" {100*arm_change:.2f} %")
print(f"offset from {shift*1e9:.0f} nm misalignment: {V_offset*1e6:.3f} uV")
print(f"Joule power: {power*1e6:.3f} uW")
print(f"heating through {oxide*1e9:.0f} nm oxide,"
      f" k = {k_oxide:.1f} W/(m K): {heating*1e3:.2f} mK")
print(f"self-field at the film surface: {B_self*1e6:.1f} uT")
print(f"mean free path, n = {density*1e-6:.1e} cm^-3: {mfp*1e9:.1f} nm")
print(f"mean free path / side: {mfp/side:.4f}")
print("all tests passed")
```

Output:

```
ALGORITHM (dimensionless)
G from finite differences, N =  10: 0.667934
G from finite differences, N =  20: 0.673501
G from finite differences, N =  40: 0.674863
G from finite differences, N =  80: 0.675202
G from finite differences, N = 160: 0.675286
G, Richardson from N = 80 and 160: 0.6753145
G, Fourier series: 0.6753145
h^2 error coefficient, derived: -0.7217
h^2 error coefficient, seen at N = 160: -0.7218
L/W = 1: G grid 0.67532, series 0.67531
L/W = 2: G grid 0.93006, series 0.93006
L/W = 3: G grid 0.98544, series 0.98544
L/W = 4: G grid 0.99697, series 0.99697
Hall ratio at x/L = 0.10: grid 0.3418, series 0.3419
Hall ratio at x/L = 0.25: grid 0.5627, series 0.5628
Hall ratio at x/L = 0.50: grid 0.6753, series 0.6753
G, full tensor at beta = 0.001, N = 80: 0.67534
change of G divided by beta^2, at beta = 0.1: 0.0961
ratio of G changes, beta = 0.2 to 0.1: 3.935
R*t/rho at beta = 0.3: 1.04405, sqrt(1+beta^2) = 1.04403
probe shifted by L/80, beta = 0.02: raw ratio 1.3003, after field reversal 0.6752
EXAMPLE: copper-like film
side 10 um, thickness 50 nm, current 1.0 mA, field 1.0 T
resistivity 2.5 uohm cm, Hall coefficient -5.0e-11 m^3/C
beta: -0.0020
current density: 0.200 MA/cm2
longitudinal field E0: 0.500 V/cm
long-bar Hall voltage: -1.0000 uV
square-plate Hall voltage: -0.6753 uV
NEGLECTED EFFECTS
finite-beta change of G: 3.8e-07
pad thickness 1.0 um, pad/film sheet conductance 20
G with ideal pads, N = 60: 0.6754
G with real pads, N = 60: 0.7037
G with pads as thin as the film, N = 60: 0.9855
relative change of V_H from real pads: 4.20 %
arm 1.0 um wide, mouth-average change of V_H: -0.21 %
offset from 10 nm misalignment: 0.500 uV
Joule power: 0.500 uW
heating through 300 nm oxide, k = 1.4 W/(m K): 1.07 mK
self-field at the film surface: 62.8 uT
mean free path, n = 8.5e+22 cm^-3: 26.3 nm
mean free path / side: 0.0026
all tests passed
```
